# The Tien-Gordon formula and its classical rectification limit

## Result

An ac voltage across a tunnel junction can change its dc current if the static current-voltage curve is not a straight line. Let $I_0(V)$ be the static current-voltage curve and let the applied voltage be

$$V(t)=V_0+V_1\cos\omega t,\qquad V_1\ge 0,\ \omega>0 .$$

Define $\alpha=eV_1/\hbar\omega$ and the photon voltage $u=\hbar\omega/e$, so that $\alpha=V_1/u$. The electron charge is $-e$ with $e>0$.

**Theorem.** Under assumptions A1 to A4 below, to lowest order in tunnelling and after transients have died out, the dc current is

$$I_{\rm dc}(V_0,V_1)=\sum_{n=-\infty}^{\infty}J_n^2(\alpha)\,I_0(V_0+nu). \tag{1}$$

If $I_0'$ has an integrable Fourier transform, then as $\omega\to0$ at fixed $V_1$

$$I_{\rm dc}\to I_{\rm cl}=\frac1{2\pi}\int_0^{2\pi}I_0(V_0+V_1\cos\theta)\,d\theta . \tag{2}$$

Equation (1) is the Tien-Gordon formula. Equation (2) is classical rectification: the junction follows its static curve at each instant, and the dc current is the time average.

## Assumptions and conventions

**A1. Independent electrons and a rigid shift.** The Hamiltonian is

$$H=\sum_l[\varepsilon_l+eV(t)]c_l^\dagger c_l+\sum_r\varepsilon_r c_r^\dagger c_r+\sum_{lr}\left(t_{rl}c_r^\dagger c_l+\text{h.c.}\right).$$

Here $l$ and $r$ label states, spin included, of the left and right electrodes. Each energy is measured from the chemical potential of its own electrode. The drive moves all left levels together and leaves the elements $t_{rl}$ unchanged, so the whole voltage drops across the barrier.

**A2. Equilibrium inside each electrode.** The occupations are $f_l=f(\varepsilon_l)$ and $f_r=f(\varepsilon_r)$, with one Fermi function $f$ and one temperature. The left occupations move with the levels: $f_l$ does not depend on $V$.

**A3. Continuous spectra and finite memory.** The function

$$S(E)=\sum_{lr}|t_{rl}|^2(f_l-f_r)\,\delta(E-\varepsilon_r+\varepsilon_l) \tag{3}$$

is continuous, and $K(\tau)=\int dE\,S(E)e^{iE\tau/\hbar}$ is absolutely integrable over $\tau$. The time over which $K$ decays is the memory time of the junction.

**A4. Weak tunnelling.** There is a range of times longer than the memory time and the drive period, during which the probability that a given electron has tunnelled is still small.

The current $I$ is $e$ times the net rate at which electrons pass from left to right. A positive $V$ raises the left electrons in energy and so drives a positive $I$. Voltages enter through the energy $eV$, so the formulas read the same in Gaussian and in practical units.

## Three lemmas

**Lemma 1 (counting charge).** Let $U(t)$ be the one-electron evolution operator from time $0$ to $t$. The change in the number of electrons on the right is

$$\Delta N_R=\sum_{lr}\left(|U_{rl}|^2f_l-|U_{lr}|^2f_r\right). \tag{4}$$

*Proof.* An electron starting in state $j$ is found in $r$ with probability $|U_{rj}|^2$. Hence

$$N_R(t)=\sum_{rl}|U_{rl}|^2f_l+\sum_{rr'}|U_{rr'}|^2f_{r'} .$$

Each column of a unitary matrix has unit norm, so $\sum_r|U_{rr'}|^2=1-\sum_l|U_{lr'}|^2$. Inserting this and subtracting $N_R(0)=\sum_{r'}f_{r'}$ gives (4). $\square$

No factor such as $1-f_r$ has been added by hand. For independent electrons, unitarity already accounts for the exclusion principle.

**Lemma 2 (sidebands).** With the Bessel functions given by

$$J_n(\alpha)=\frac1{2\pi}\int_0^{2\pi}e^{i(n\theta-\alpha\sin\theta)}d\theta, \tag{5}$$

one has

$$e^{-i\alpha\sin\theta}=\sum_nJ_n(\alpha)e^{-in\theta}. \tag{6}$$

*Proof.* The left side of (6) is a smooth function of period $2\pi$, so its Fourier series converges to it. The coefficient of $e^{-in\theta}$ is the average of $e^{in\theta}e^{-i\alpha\sin\theta}$, which is (5). $\square$

Replacing $\theta$ by $-\theta$ in (5) gives the complex conjugate, so $J_n$ is real. Replacing $\theta$ by $\theta+\pi$ in the integral for $J_{-n}$ gives $J_{-n}=(-1)^nJ_n$. The weights $J_n^2$ are therefore even in $n$.

**Lemma 3 (characteristic function of the weights).** For real $\varphi$,

$$\sum_nJ_n^2(\alpha)e^{in\varphi}=J_0\!\left(2\alpha\sin\frac{\varphi}{2}\right). \tag{7}$$

*Proof.* Let $h(\theta)=e^{-i\alpha\sin\theta}$. By (6), $h(\theta-\varphi)=\sum_nJ_ne^{in\varphi}e^{-in\theta}$. Multiply by $h^*(\theta)=\sum_mJ_me^{im\theta}$ and average over $\theta$. Terms with $m\ne n$ vanish, which leaves the left side of (7). The same average, written directly, is

$$\frac1{2\pi}\int_0^{2\pi}e^{i\alpha[\sin\theta-\sin(\theta-\varphi)]}d\theta,\qquad \sin\theta-\sin(\theta-\varphi)=2\sin\frac\varphi2\cos\!\left(\theta-\frac\varphi2\right).$$

Shifting the origin of $\theta$ turns this into the average of $e^{iz\cos\theta}$ with $z=2\alpha\sin(\varphi/2)$. By (5) with $n=0$, after a further shift of $\theta$ by a quarter period, that average is $J_0(z)$. $\square$

For small $\varphi$, expanding the exponential in that average gives $J_0(z)=1-z^2/4+\dots=1-\alpha^2\varphi^2/4+\dots$. The left side of (7) is $\sum J_n^2+i\varphi\sum nJ_n^2-\tfrac12\varphi^2\sum n^2J_n^2+\dots$. Comparing powers,

$$\sum_nJ_n^2=1,\qquad\sum_nnJ_n^2=0,\qquad\sum_nn^2J_n^2=\frac{\alpha^2}{2}. \tag{8}$$

## Proof of the Tien-Gordon formula

**First-order amplitude.** Without tunnelling, a left state acquires the phase factor $e^{-i\theta_l(t)}$ with

$$\theta_l(t)=\frac1\hbar\int_0^t[\varepsilon_l+eV(t')]dt'=\frac{(\varepsilon_l+eV_0)t}{\hbar}+\alpha\sin\omega t .$$

Write the one-electron state as $\sum_la_le^{-i\theta_l}|l\rangle+\sum_ra_re^{-i\varepsilon_rt/\hbar}|r\rangle$. The Schrödinger equation gives $i\hbar\dot a_r=\sum_lt_{rl}\,e^{i\varepsilon_rt/\hbar-i\theta_l}a_l$. For an electron that starts in $l$, set $a_l=1$ on the right:

$$a_r(t)=\frac{t_{rl}}{i\hbar}\int_0^tF(t')dt',\qquad F(t)=e^{ixt}e^{-i\alpha\sin\omega t},\qquad x=\frac{\varepsilon_r-\varepsilon_l-eV_0}{\hbar}.$$

For the reverse process the matrix element and the integrand are replaced by their complex conjugates, so the probability is the same. Lemma 1 then becomes, to second order in $t_{rl}$,

$$\Delta N_R=\sum_{lr}|a_r(t)|^2(f_l-f_r). \tag{9}$$

**Rate.** Differentiate $|a_r|^2$ and put $t'=t-\tau$:

$$\frac{d|a_r|^2}{dt}=\frac{|t_{rl}|^2}{\hbar^2}\,2\,{\rm Re}\int_0^tF(t)F^*(t-\tau)\,d\tau .$$

By Lemma 2, $F(t)=\sum_nJ_ne^{i(x-n\omega)t}$, and therefore

$$F(t)F^*(t-\tau)=\sum_{nm}J_nJ_m\,e^{i(m-n)\omega t}\,e^{i(x-m\omega)\tau}. \tag{10}$$

Now sum over $l$ and $r$ as in (9). Definition (3) turns the sum into an integral over $E=\varepsilon_r-\varepsilon_l$, and the current is

$$I(t)=\frac{e}{\hbar^2}\,2\,{\rm Re}\sum_{nm}J_nJ_me^{i(m-n)\omega t}\int_0^td\tau\,K(\tau)\,e^{-i(eV_0+m\hbar\omega)\tau/\hbar}.$$

Since $K$ is absolutely integrable and $\sum_n|J_n|$ converges, the upper limit may be replaced by infinity once $t$ exceeds the memory time. The integral then no longer depends on $t$.

**Average over a period.** The factor $e^{i(m-n)\omega t}$ averages to zero unless $m=n$. Interference between different sidebands therefore contributes to the ac current and not to the dc current. Because $S$ is real, $K(-\tau)=K^*(\tau)$, so twice the real part of the integral over positive $\tau$ equals the integral over all $\tau$. Fourier inversion gives

$$\int_{-\infty}^{\infty}d\tau\,K(\tau)e^{-i(eV_0+n\hbar\omega)\tau/\hbar}=2\pi\hbar\,S(eV_0+n\hbar\omega),$$

and hence

$$I_{\rm dc}=\frac{2\pi e}{\hbar}\sum_nJ_n^2(\alpha)\,S(eV_0+n\hbar\omega). \tag{11}$$

**Identification of the static curve.** For $V_1=0$ we have $\alpha=0$, $J_0(0)=1$, and all other $J_n(0)=0$. Thus

$$I_0(V)=\frac{2\pi e}{\hbar}S(eV), \tag{12}$$

which is the golden-rule current. Since $eV_0+n\hbar\omega=e(V_0+nu)$, inserting (12) into (11) gives (1). $\square$

**Remark 1 (meaning).** The term $n$ describes an electron that enters the right electrode with $n\hbar\omega$ more energy than the dc bias alone would give it. For electrons going from left to right, $n>0$ is absorption of $n$ quanta from the drive and $n<0$ is emission. The field itself has been treated classically; the quanta come from the periodic phase of the electron amplitude.

**Remark 2 (what the proof needs).** The rigid shift multiplies each tunnelling amplitude by the same factor $e^{-i\alpha\sin\omega t}$. That is why one set of weights serves all pairs $l,r$. If the drive also modulates $t_{rl}$, the Fourier coefficients of the amplitude are no longer $J_n(\alpha)$. If part of the voltage drops inside an electrode, different states acquire different phases. In neither case does this proof give (1). Strong tunnelling is also outside it, because (9) keeps only second order.

**Remark 3 (a straight line does not rectify).** Inserting $I_0=GV$ in (1) and using (8) gives $I_{\rm dc}=GV_0$ for any $\omega$ and $V_1$. A3 forces $I_0$ to fall to zero at very large voltage, so for a junction obeying A3 this means a curve that is straight over all the voltages $V_0+nu$ that carry appreciable weight $J_n^2$. A change in the dc current requires a bend of $I_0$ within the span of these voltages. That span can reach beyond the classical swing from $V_0-V_1$ to $V_0+V_1$.

## Proof of the classical limit

Write

$$I_0'(V)=\int_{-\infty}^{\infty}ds\,g(s)e^{isV},\qquad\int|g(s)|\,ds<\infty .$$

At zero bias, (3) contains pairs with $\varepsilon_l=\varepsilon_r$, for which $f_l=f_r$, so $I_0(0)=0$. Integrating from zero voltage,

$$I_0(V)=\int ds\,g(s)\,\frac{e^{isV}-1}{is}. \tag{13}$$

Insert $V=V_0+nu$ and sum with weights $J_n^2$. Lemma 3 with $\varphi=us$ gives

$$I_{\rm dc}=\int ds\,g(s)\,\frac{e^{isV_0}\chi_\omega(s)-1}{is},\qquad\chi_\omega(s)=J_0\!\left(\frac{2V_1}{u}\sin\frac{us}{2}\right). \tag{14}$$

The exchange of sum and integral is allowed because $|(e^{isV}-1)/(is)|\le|V|$, and the weighted mean of $|V_0+nu|$ is finite. By the Cauchy-Schwarz inequality and (8) it obeys

$$\sum_nJ_n^2|V_0+nu|\le|V_0|+u\frac{\alpha}{\sqrt2}=|V_0|+\frac{V_1}{\sqrt2}.$$

This bound on the fraction in (14) does not depend on $\omega$. As $u\to0$ at fixed $s$, $\chi_\omega(s)\to J_0(V_1s)$. By dominated convergence the limit may be taken under the integral. Finally, $J_0(V_1s)$ is the average of $e^{isV_1\cos\theta}$ over $\theta$, so (13) identifies the limiting integral as the average of $I_0(V_0+V_1\cos\theta)$. This is (2). $\square$

In this limit the number of contributing sidebands grows as $\alpha=eV_1/\hbar\omega$ while their spacing $u$ shrinks. The discrete voltages $V_0+nu$ go over, in the sense of averages, into the voltages visited by the classical oscillation.

**Corollary 1 (leading quantum correction).** If also $\int|s|^5|g(s)|\,ds<\infty$, then

$$I_{\rm dc}-I_{\rm cl}=\frac{u^2}{24}\left\langle V_1\cos\theta\;I_0'''(V_0+V_1\cos\theta)\right\rangle_\theta+O(u^4). \tag{15}$$

*Proof.* The argument of $J_0$ in (14) is $V_1s-V_1u^2s^3/24+O(u^4s^5)$. Since $J_0'=-J_1$,

$$\chi_\omega(s)=J_0(V_1s)+\frac{V_1u^2s^3}{24}J_1(V_1s)+O(u^4).$$

The remainder grows no faster than $|s|^5+|s|^6$. After division by $|s|$ in (14) it is integrable against $|g|$. The correction to the current is therefore

$$\frac{u^2}{24}\int ds\,g(s)e^{isV_0}\,\frac{V_1s^2J_1(V_1s)}{i}.$$

Differentiating $J_0(z)=\langle e^{iz\cos\theta}\rangle$ gives $\langle\cos\theta\,e^{iz\cos\theta}\rangle=iJ_1(z)$. Also $I_0'''(V)=-\int ds\,g\,s^2e^{isV}$. The average in (15) is thus $-i\int ds\,g\,s^2e^{isV_0}V_1J_1(V_1s)$. Because $1/i=-i$, the two expressions agree. $\square$

**Corollary 2 (small signals).** Two different expansions are useful. If $V_1$ is small compared with the voltage over which $I_0$ bends, expand (2). The averages $\langle\cos\theta\rangle=0$ and $\langle\cos^2\theta\rangle=\tfrac12$ give

$$I_{\rm cl}-I_0(V_0)\simeq\frac{V_1^2}{4}I_0''(V_0). \tag{16}$$

If instead $\alpha\ll1$, expanding (5) gives $J_0\simeq1-\alpha^2/4$ and $J_1\simeq\alpha/2$. The weights are then $1-\alpha^2/2$ for $n=0$ and $\alpha^2/4$ for $n=\pm1$. With $\alpha=V_1/u$,

$$I_{\rm dc}-I_0(V_0)\simeq\frac{V_1^2}{4}\,\frac{I_0(V_0+u)-2I_0(V_0)+I_0(V_0-u)}{u^2}. \tag{17}$$

The second difference becomes $I_0''$ when $u$ is small on the voltage scale of the curve, and (17) then joins (16). The classical result (16) does not itself require $\alpha\ll1$.

## Worked example

Take zero temperature and a left density of states that is flat over a band much wider than all energies used. Let the product of $|t_{rl}|^2$ and the two densities of states be proportional to

$$\nu(E)=\frac1{1+[(E-E_0)/\gamma]^2},$$

where $E$ is the energy on the right. In (3) the left state at $E-eV$ is filled for $E<eV$ and the right state is empty for $E>0$. With $G$ the conductance at the peak,

$$I_0(V)=\frac Ge\int_0^{eV}\nu(E)\,dE=\frac{G\gamma}{e}\left[\arctan\frac{eV-E_0}{\gamma}+\arctan\frac{E_0}{\gamma}\right].$$

This form holds while $eV$ stays well inside the band. Beyond the band edges $S$ falls to zero, as A3 requires, but the sidebands that reach so far carry negligible weight, and the formula is used below for all voltages. It is a smooth step of height $\pi G\gamma/e$ at $V=E_0/e$. Here $I_0'$ is a Lorentzian, whose transform satisfies $|g(s)|=(G\gamma/2e)e^{-\gamma|s|/e}$, so all conditions on $g$ hold.

Choose $E_0=10$ meV, $\gamma=0.5$ meV and $G=0.1$ µS. Then $Gh/e^2=0.0026$, which is weak tunnelling, and the step height is 157 pA. The ac amplitude is $V_1=5$ mV. The numbers below are for zero temperature. At finite temperature the Fermi function smears the step, on the scale $\gamma/k_B\simeq6$ K, and the quantities differ in sensitivity: at $V_0=8$ mV the driven currents change by only about 2 % up to 6 K, whereas the small-signal rectified current, which depends on the curvature $I_0''$, is already about 18 % lower at 1 K.

**Photon terms.** At 1 THz, $\hbar\omega=4.136$ meV and $\alpha=5/4.136=1.209$. For $V_0=8$ mV the static current is 9.75 pA. The main terms of (1) are:

| $n$ | $J_n^2$ | $V_0+nu$ (mV) | $I_0$ (pA) | product (pA) |
|---|---|---|---|---|
| $-1$ | 0.2506 | 3.86 | 1.57 | 0.39 |
| $0$ | 0.4444 | 8.00 | 9.75 | 4.33 |
| $1$ | 0.2506 | 12.14 | 143.08 | 35.85 |
| $2$ | 0.0261 | 16.27 | 150.60 | 3.93 |

The full sum is 44.7 pA. Most of it comes from electrons that absorb one quantum and so pass the step. The classical average is 55.6 pA.

**Other biases.** At $V_0=4$ mV the largest instantaneous voltage is 9 mV, below the centre of the step, and the classical average is 4.8 pA. The quantum result is larger, 7.3 pA. Two quanta raise the bias to $4+2(4.136)=12.27$ mV, beyond the step, and this term alone gives more than $0.0261\times143\simeq3.7$ pA.

At $V_0=10$ mV the static, quantum and classical currents are all 76.0 pA. The curve is odd about this point apart from a constant, and both the weights $J_n^2$ and the classical oscillation are symmetric. At 12 mV the drive lowers the current, from 142.3 pA to 107.4 pA at 1 THz and to 96.5 pA classically.

**Lowering the frequency.** At $V_0=8$ mV the dc current is 44.68 pA at 1 THz, 58.31 pA at 300 GHz, 55.65 pA at 100 GHz and 55.59 pA at 10 GHz. The approach to the classical value is not monotonic: the 300 GHz result lies above it. There $\hbar\omega=1.24$ meV still exceeds $\gamma$, the step is sharp on the scale of the sideband spacing, and (15) gives 0.21 pA against the actual difference of 2.71 pA. At 100 GHz, where $\hbar\omega=0.41$ meV is only slightly below $\gamma$, (15) still fails: it gives 0.023 pA against 0.057 pA. At 10 GHz, $\hbar\omega=0.041$ meV is well below $\gamma$. The difference $I_{\rm dc}-I_{\rm cl}$ is then 0.232 fA, and (15) gives 0.232 fA.

**Small signal.** Let $V_0=9.7$ mV and $V_1=0.1$ mV. With $I_0''=129.8$ pA/mV², (16) gives

$$\frac{(0.1)^2}{4}\times129.8\ \text{pA}=0.324\ \text{pA}=324\ \text{fA}.$$

The full sum (1) minus the static current $I_0(V_0)$ is 320 fA at 10 GHz, about 1.3 % below the classical small-signal estimate, although $\alpha=2.4$ is not small. Most of this gap is classical: the full average (2) gives 321 fA, because $V_1$ is not vanishingly small compared with the width of the step. At 1 THz, where $\alpha=0.024$, the same difference is 7.77 fA and (17) also gives 7.77 fA. The rectified current is about 40 times smaller than the classical estimate because the second difference now spans 4.1 mV on each side, far beyond the narrow region where the curve bends.

**Remark 4 (numerical check of the theorem).** The numerical check also propagates the Schrödinger equation for a driven junction with 200 levels in each electrode, without using (1). The charge transferred over whole periods gives a dc current that agrees with the Tien-Gordon sum to about 3 parts in $10^5$ of that sum. The classical average for the same junction is 17 % too high, so the comparison distinguishes the two results.

## Calculated quantities

```
Propagation test (hbar = e = omega = 1)
 levels per lead 200, spacing 0.08, kT 0.1
 peak 2.0, half-width 0.3, V0 0.9, V1 1.5
 peak tunnel probability 1.0e-04
 dc current, propagation  2.58013e-06
 dc current, Tien-Gordon  2.58020e-06
 dc current, classical    3.02188e-06
Example junction
 G = 0.1 uS, G*h/e^2 = 0.00258
 E0 = 10.0 meV, gamma = 0.5 meV, V1 = 5.0 mV
 full step height pi*G*gamma/e = 157.08 pA
 photon energy at 1 THz = 4.1357 meV
 alpha at 1 THz = 1.2090
Photon terms at 1 THz, V0 = 8.0 mV
 n, J_n^2, shifted bias (mV), I_0 (pA), product (pA)
 -3 0.00113   -4.407   -0.763   -0.001
 -2 0.02606   -0.271   -0.066   -0.002
 -1 0.25058    3.864    1.568    0.393
 +0 0.44441    8.000    9.751    4.333
 +1 0.25058   12.136  143.083   35.853
 +2 0.02606   16.271  150.604    3.925
 +3 0.00113   20.407  152.181    0.172
 sum of listed terms = 44.674 pA
 full sum            = 44.678 pA
Bias sweep: V0 (mV), static, 1 THz, classical (pA)
  2.0    0.623    3.928    1.489
  4.0    1.659    7.286    4.812
  6.0    3.720   28.209   30.535
  8.0    9.751   44.678   55.594
 10.0   76.042   76.042   76.042
 12.0  142.333  107.406   96.489
Approach to classical limit, V0 = 8.0 mV
 f (GHz), photon (meV), alpha, I_dc (pA)
 1000 4.13567    1.209 44.67793
  300 1.24070    4.030 58.30543
  100 0.41357   12.090 55.65168
   10 0.04136  120.899 55.59467
 classical average = 55.59444 pA
 I_dc - I_cl at 10 GHz = 0.2322 fA
 predicted correction  = 0.2322 fA
Small signal: V0 = 9.7 mV, V1 = 0.1 mV
 alpha at 10 GHz 2.418, at 1 THz 0.02418
 I_0'' = 129.758 pA/mV^2
 V1^2 I_0''/4           = 324.394 fA
 full sum at 10 GHz     = 320.250 fA
 full sum at 1 THz      = 7.7713 fA
 second diff. at 1 THz  = 7.7722 fA
```
